# The Landé g-factor from the projection theorem for vector operators, part 2

An atomic level in a weak magnetic field $B$ along $z$ shifts, in first order, by $\mu_BB\,g_JM$. We now test the factor $g_J$ on a matrix and ask how weak the field must be. In Hartree atomic units, with angular momenta in units of $\hbar$, $\mu_B=\tfrac12$ and the linear field energy is

$$H_Z=\mu_B B\,V_z,\qquad \mathbf V=g_L\mathbf L+g_S\mathbf S. \tag{1}$$

The diamagnetic term, $\tfrac18B^2(x^2+y^2)$ for one electron, was left out.

Without the field, the Hamiltonian $H_0$ commutes with $\mathbf J=\mathbf L+\mathbf S$. In LS coupling, the spin-orbit interaction splits a term of sharp $L$ and $S$ into levels with energies $E_J$ and states $|JM\rangle$. Let $P$ project on one level, with $\psi_0$ inside it. Part one found, to first order in $B$,

$$(H_0-E_J)\psi_1+(H_Z-E_1)\psi_0=0 ,$$

$$P H_Z P\,\psi_0=E_1\psi_0 . \tag{2}$$

The ladder operators are $J_\pm=J_x\pm iJ_y$, with $J_+|JM\rangle=\sqrt{(J-M)(J+M+1)}\,|J,M+1\rangle$. Since $\mathbf S$ is a vector operator, $[J_i,S_j]=i\epsilon_{ijk}S_k$, two results of part one apply to it. The double commutator $[J_+,[J_+,S_z]]$ vanishes. By the trace argument, the trace of $S_z$ within a level is zero, so for $J=0$ its single entry is zero.

For $J>0$ the factor of a level is

$$g_J=g_L\frac{J(J+1)+L(L+1)-S(S+1)}{2J(J+1)}+g_S\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)} . \tag{9}$$

With $s$ for the second fraction, this is

$$g_J=g_L+(g_S-g_L)\,s,\qquad s=\frac{\langle\mathbf S\cdot\mathbf J\rangle}{J(J+1)} . \tag{10}$$

For a doublet P term ($L=1$, $S=\tfrac12$), $s=\tfrac13$ for $J=\tfrac32$ and $s=-\tfrac13$ for $J=\tfrac12$. With $g_L=1$ and $g_S=2$ the factors are $\tfrac43$ and $\tfrac23$.

Q: I want to see those numbers come out of a matrix. Take $D=L_z+2S_z$ and diagonalize it.

A: In which space? In the whole doublet P term, $D$ is already diagonal in the product states $|M_L,M_S\rangle$, with eigenvalues $M_L+2M_S$. These are $-2,-1,0,0,1,2$, and no factor $\tfrac43$ or $\tfrac23$ is to be seen. By equation (2) of part one, the weak-field shifts are the eigenvalues of the projected operator, so first we need the states of each $J$.

Write $+$ and $-$ for $M_S=\pm\tfrac12$. The top state is $|\tfrac32,\tfrac32\rangle=|1,+\rangle$. Apply $J_-=L_-+S_-$. On the left this gives $\sqrt3\,|\tfrac32,\tfrac12\rangle$, and on the right $L_-|1\rangle=\sqrt2\,|0\rangle$ and $S_-|+\rangle=|-\rangle$. Thus

$$|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|0,+\rangle+\sqrt{\tfrac13}\,|1,-\rangle .$$

The other state with $M=\tfrac12$ is orthogonal to it:

$$|\tfrac12,\tfrac12\rangle=\sqrt{\tfrac23}\,|1,-\rangle-\sqrt{\tfrac13}\,|0,+\rangle .$$

Now $D|0,+\rangle=|0,+\rangle$ and $D|1,-\rangle=0$. The mean of $D$ is therefore the weight of $|0,+\rangle$. It is $\tfrac23$ in the first state and $\tfrac13$ in the second.

Q: And the negative $M$?

A: Start from $|\tfrac32,-\tfrac32\rangle=|-1,-\rangle$ and apply $J_+$. The result is

$$|\tfrac32,-\tfrac12\rangle=\sqrt{\tfrac23}\,|0,-\rangle+\sqrt{\tfrac13}\,|-1,+\rangle ,$$

and its orthogonal partner, with the sign fixed so that $J_+$ takes it to $+|\tfrac12,\tfrac12\rangle$, is

$$|\tfrac12,-\tfrac12\rangle=\sqrt{\tfrac13}\,|0,-\rangle-\sqrt{\tfrac23}\,|-1,+\rangle .$$

Here $D|0,-\rangle=-|0,-\rangle$ and $D|-1,+\rangle=0$, so the means are $-\tfrac23$ and $-\tfrac13$. Since $D$ commutes with $J_z$, each projected block is diagonal in $M$:

$$J=\tfrac32:\ \ 2,\ \tfrac23,\ -\tfrac23,\ -2;\qquad J=\tfrac12:\ \ \tfrac13,\ -\tfrac13 .$$

Divided by $M$, the first list gives $\tfrac43$ four times and the second gives $\tfrac23$ twice. These are the values from (10).

Q: One small term proves little. A wrong formula could agree there by luck.

A: The numerical check repeats the comparison for the 44 levels with $J>0$ that arise from $L=0$ to 3 and $S=0$ to 2, each with three pairs $(g_L,g_S)$. It finds the multiplets by diagonalizing $\mathbf J^2$, without using (9). It compares all three components of the projected moment, and the sign of each diagonal entry. The largest error in an eigenvalue of the block is $7\times10^{-15}$, which is at the level of rounding.

Q: You split the operator into blocks and threw away what lies between them. How large is it?

A: Between the two states with $M=\tfrac12$, only $|0,+\rangle$ contributes:

$$\langle\tfrac32,\tfrac12|D|\tfrac12,\tfrac12\rangle=\sqrt{\tfrac23}\left(-\sqrt{\tfrac13}\right)=-\frac{\sqrt2}{3}\approx-0.471 .$$

For $M=-\tfrac12$ the value is the same. Its sign depends on the phases chosen for the states, and only its square enters the energies. The element is not small compared with the diagonal ones. If we keep it, the matrix of $D$ for $M=\tfrac12$ has trace $\tfrac23+\tfrac13=1$ and determinant $\tfrac29-\tfrac29=0$. Its eigenvalues are 1 and 0, the values of $M_L+2M_S$ for the two product states.

Q: So you drop something as large as what you keep. Why is that allowed?

A: Because the two levels already differ in energy. Let $\Delta=E_{3/2}-E_{1/2}>0$, write $x=\mu_BB$, and measure energies from the lower level. For $M=\tfrac12$ the full matrix is

$$\begin{pmatrix}\Delta+\tfrac23x&-\tfrac{\sqrt2}{3}x\\[2pt]-\tfrac{\sqrt2}{3}x&\tfrac13x\end{pmatrix}.$$

Half the sum of its diagonal entries is $\tfrac12(\Delta+x)$, and their difference is $\Delta+\tfrac13x$. The eigenvalues are

$$E_\pm=\tfrac12(\Delta+x)\pm\tfrac12\sqrt{(\Delta+\tfrac13x)^2+\tfrac89x^2}=\tfrac12(\Delta+x)\pm\tfrac12\sqrt{\Delta^2+\tfrac23\Delta x+x^2}. \tag{11}$$

Put $y=x/\Delta$ and $u=\tfrac23y+y^2$. The expansion $\sqrt{1+u}=1+\tfrac12u-\tfrac18u^2+\tfrac1{16}u^3-\dots$ gives, up to $y^3$,

$$\sqrt{1+u}=1+\tfrac13y+\left(\tfrac12-\tfrac1{18}\right)y^2+\left(-\tfrac16+\tfrac1{54}\right)y^3=1+\tfrac13y+\tfrac49y^2-\tfrac4{27}y^3 .$$

Hence, to third order in $x$,

$$E_+=\Delta+\tfrac23x+\frac{2x^2}{9\Delta}\left(1-\frac{x}{3\Delta}\right),\qquad E_-=\tfrac13x-\frac{2x^2}{9\Delta}\left(1-\frac{x}{3\Delta}\right). \tag{12}$$

The linear terms are those of the projected blocks. The coupling enters through its square divided by $\Delta$, and it pushes the levels apart. For $M=-\tfrac12$, replace $x$ by $-x$.

Q: And when the field is not weak?

A: For $x\gg\Delta$ the root in (11) tends to $x+\tfrac13\Delta$. The energies become $x+\tfrac23\Delta$ and $\tfrac13\Delta$, with slopes 1 and 0. The field then sorts the states by $M_L$ and $M_S$, and $g_J$ no longer describes the slopes of the states with $M=\pm\tfrac12$.

Q: Does the quadratic term keep its form for general $g_L$ and $g_S$?

A: Write $V_z=g_LJ_z+(g_S-g_L)S_z$. The operator $J_z$ does not connect different $J$, so the coupling comes from $S_z$ alone. With $S_z=+\tfrac12$ in $|0,+\rangle$ and $-\tfrac12$ in $|1,-\rangle$, its element is

$$\tfrac12\sqrt{\tfrac23}\left(-\sqrt{\tfrac13}\right)-\tfrac12\sqrt{\tfrac13}\sqrt{\tfrac23}=-\frac{\sqrt2}{3}.$$

The coupling thus gains the factor $g_S-g_L$, and the leading quadratic shifts are $\pm\tfrac29(g_S-g_L)^2x^2/\Delta$. They vanish for equal factors.

Q: Give me numbers, so that I can judge what "weak" means.

A: Take a model doublet P term with $\Delta=1.0\times10^{-3}$ hartree, $g_L=1$ and $g_S=2$, in a field of $1.0\times10^{-5}$ atomic units, which is 2.35 tesla. Then $x=\tfrac12\times10^{-5}=5.0\times10^{-6}$ hartree and $x/\Delta=0.005$. For $J=\tfrac32$, $M=\tfrac12$ the first-order shift is

$$\tfrac43\times\tfrac12\times5.0\times10^{-6}=3.333\times10^{-6}\ \text{hartree}.$$

Diagonalizing the spin-orbit and Zeeman energies together gives $3.339\times10^{-6}$ hartree. The difference is $5.546\times10^{-9}$ hartree, or 0.17% of the first-order shift. For $J=\tfrac12$, $M=\tfrac12$ the first-order shift is half as large and the difference has the same size with the opposite sign, so it is 0.33% of that first-order shift. What counts is $x/\Delta$, not the field itself, and light atoms have a much narrower fine structure than this model. For the 2p term of hydrogen $\Delta=\alpha^2/32=1.66\times10^{-6}$ hartree, with $\alpha$ the fine-structure constant. The same field then gives $x/\Delta=3.0$, and by (11) the shifts for $M=\tfrac12$ depart from their first-order values by 37% and 73%. For the 3p term of sodium, with $\Delta=7.8\times10^{-5}$ hartree, the departures are 2% and 4%.

Neighbouring $M$ are separated in first order by $\tfrac43x=6.67\times10^{-6}$ hartree, or 181 micro-eV, for $J=\tfrac32$. For $J=\tfrac12$ the separation is $3.33\times10^{-6}$ hartree, or 91 micro-eV.

Q: Does the quadratic formula account for the difference?

A: It gives

$$\tfrac29\,\frac{(5.0\times10^{-6})^2}{1.0\times10^{-3}}=5.556\times10^{-9}\ \text{hartree}.$$

The diagonalization gives $5.546\times10^{-9}$ for $M=\tfrac12$ and $5.565\times10^{-9}$ for $M=-\tfrac12$. The bracket in (12) explains the asymmetry. It equals $1-0.0017$ for $M=\tfrac12$ and $1+0.0017$ for $M=-\tfrac12$, and these factors reproduce the two values. The program also tests that halving the field divides the difference by nearly four.

Q: The states with $M=\pm\tfrac32$ show no difference at all.

A: Each is a single product state, and the term has no other state with the same $M$. As the field energy conserves $M$, there is nothing for them to couple to. Their shifts $\pm2x$ are linear at any field strength in this model.

Q: In this model, yes. But you left out the diamagnetic term, which is also quadratic.

A: For an assumed mean value $\langle x^2+y^2\rangle=10$ bohr$^2$, where $x$ and $y$ are now coordinates, it is

$$\tfrac18\times(10^{-5})^2\times10=1.25\times10^{-10}\ \text{hartree}.$$

That is about 2% of the quadratic shift just found. As long as $x=\mu_BB\ll\Delta$, both grow as $B^2$, so their ratio hardly depends on the field. It does grow with $\Delta$ and with the size of the atom. For a wide fine structure or a very extended state, the diamagnetic term may be the larger of the two.

Q: Why carry $g_S$ as a symbol, if 2 is so nearly right?

A: The free-electron value is 2.002319. By (10), it changes the factor for $J=\tfrac32$ of the doublet P term from 1.333333 to 1.334106, and that for $J=\tfrac12$ from 0.666667 to 0.665894. The changes have opposite signs because $s$ does. These values keep $g_L=1$, which assumes a fixed nucleus. For one electron and a nucleus of mass $M_N$, in electron masses, $g_L=1-1/M_N$. In hydrogen this gives 1.333743 and 0.665167, a change of similar size, which is a reason to carry $g_L$ as a symbol too. For a triplet P term $L=S$, so $s=\tfrac12$ and $g_J=\tfrac12(g_L+g_S)$ for both $J=1$ and $J=2$. That is 1.5 with $g_S=2$.

Relative to $g_J$ itself, the difference matters most where orbit and spin cancel. Take $L=2$, $S=\tfrac32$, $J=\tfrac12$. Then

$$s=\frac{3/4+15/4-6}{3/2}=-1,\qquad g_J=2g_L-g_S .$$

With $g_L=1$ and $g_S=2$ this is zero: the level has $J\neq0$ and yet no linear shift. With the free-electron value it is $-0.002319$, and in first order the sequence of the two states is reversed compared with a positive factor. So small a linear term is soon overtaken. With a spin-orbit energy proportional to $\mathbf L\cdot\mathbf S$, the term cubic in the field restores the usual sequence once $\mu_BB$ exceeds about 0.044 of the distance to the level $J=\tfrac32$. For a real atom I would not trust so small a remainder, since term mixing, the motion of the nucleus and relativistic corrections to the moment have been left out.

Q: Then a level with $J=0$ should be the most inert of all. Does it feel the field?

A: Not in first order, but in second order it can. For a single state $|0\rangle$, the first-order equation used in part one gives $\psi_1$ the component $-\langle k|H_Z|0\rangle/(E_k-E_0)$ along another state $|k\rangle$. Leaving the diamagnetic term aside for the moment, the terms quadratic in $B$ are $(H_0-E_0)\psi_2+(H_Z-E_1)\psi_1-E_2|0\rangle=0$. Multiply by $\langle0|$ from the left. The unknown $\psi_2$ drops out, and with $E_1=0$ there remains $E_2=\langle0|H_Z|\psi_1\rangle$, which is

$$E_2=-\sum_k\frac{|\langle k|H_Z|0\rangle|^2}{E_k-E_0}.$$

Take the triplet P term, $L=S=1$. In product states $|M_L,M_S\rangle$ its $J=0$ state is

$$|0\rangle=\tfrac1{\sqrt3}\left(|1,-1\rangle-|0,0\rangle+|-1,1\rangle\right).$$

One can confirm this with $J_+$, which gives $\sqrt2\,|1,0\rangle$ from the first term, $-\sqrt2\,(|1,0\rangle+|0,1\rangle)$ from the second and $\sqrt2\,|0,1\rangle$ from the third. They add to zero, as they must for a state with $M=0$ and $J=0$.

Since $J_z|0\rangle=0$, the field acts through $(g_S-g_L)S_z$. The vector $S_z|0\rangle$ has squared length $\tfrac13(1+0+1)=\tfrac23$. It has no part with $J=0$, by the trace argument. It has no part with $J=2$ either: $J_+|0\rangle=0$ and the vanishing double commutator give $J_+^2S_z|0\rangle=0$, whereas $J_+^2$ does not annihilate a $J=2$ state with $M=0$. All of it lies in the level $J=1$, and

$$E_2=-\frac23\,\frac{(g_S-g_L)^2(\mu_BB)^2}{E_{J=1}-E_{J=0}} .$$

If $J=0$ is the lower level, this term lowers it further. The diamagnetic term, of the same order in $B$, is positive and raises it, so the sign of the net shift depends on which of the two is larger. The absence of a linear shift means that the level has no permanent moment. The field can still induce one by mixing in the level $J=1$.

## Calculated quantities

```
levels with J > 0 tested: 44
(gL, gS) pairs tested per level: 3
largest eigenvalue error (dimensionless): 7.1e-15
free-electron gS: 2.00231930
doublet P, eigenvalues of whole Lz+2Sz: [-2. -1.  0.  0.  1.  2.]
  eigenvalues inside J=1.5: [-2.       -0.666667  0.666667  2.      ]
  eigenvalues inside J=0.5: [-0.333333  0.333333]
means in |J M> (units of hbar):
  J=1.5 M=1.5: <Lz>=1.000000 <Sz>=0.500000 <Lz+2Sz>=2.000000
  J=1.5 M=0.5: <Lz>=0.333333 <Sz>=0.166667 <Lz+2Sz>=0.666667
  J=0.5 M=0.5: <Lz>=0.666667 <Sz>=-0.166667 <Lz+2Sz>=0.333333
gJ from matrices: gS=2 (fraction), gS=free electron
  L=1 S=0.5 J=0.5: 0.666667 (2/3), 0.665894
  L=1 S=0.5 J=1.5: 1.333333 (4/3), 1.334106
  L=2 S=0.5 J=1.5: 0.800000 (4/5), 0.799536
  L=2 S=0.5 J=2.5: 1.200000 (6/5), 1.200464
  L=1 S=1 J=1: 1.500000 (3/2), 1.501160
  L=1 S=1 J=2: 1.500000 (3/2), 1.501160
  L=2 S=1.5 J=0.5: -0.000000 (0), -0.002319
coupling of J=3/2 and J=1/2 by Lz+2Sz, |M|=1/2: 0.471405
Bohr magneton: 0.500000 a.u.
fine-structure spacing: 1.000e-03 hartree
field: 1.000e-05 a.u. = 2.3505 T
mu_B*B: 5.0000e-06 hartree
shifts in hartree: first order, full diagonalization, difference
  J=1.5 M=+1.5: +1.00000e-05 +1.00000e-05 +0.000e+00
  J=1.5 M=+0.5: +3.33333e-06 +3.33888e-06 +5.546e-09
  J=1.5 M=-0.5: -3.33333e-06 -3.32777e-06 +5.565e-09
  J=1.5 M=-1.5: -1.00000e-05 -1.00000e-05 +0.000e+00
  J=0.5 M=+0.5: +1.66667e-06 +1.66112e-06 -5.546e-09
  J=0.5 M=-0.5: -1.66667e-06 -1.67223e-06 -5.565e-09
quadratic formula, size: 5.5556e-09 hartree
first-order spacing J=1.5: 6.66667e-06 hartree = 181.409 micro-eV
first-order spacing J=0.5: 3.33333e-06 hartree = 90.705 micro-eV
assumed <x^2+y^2>: 10.0 bohr^2
diamagnetic estimate: 1.250e-10 hartree
```
